# Finding Magnetic Modes by Projection: MnF2 and the Kagome Lattice

Cool a crystal of MnF$_2$ until its manganese moments order, and neutron diffraction shows that the magnetic cell is the same size as the chemical cell. That cell holds two Mn ions, so six numbers describe the order: three moment components on each ion. Which combinations can appear together, and which are kept apart by symmetry?

A naive scheme is to take the Mn positions, let each symmetry operation carry the arrows from site to site as it would carry displacements, and average trial patterns over the group. This fails in several places, and each failure supplies one part of a working algorithm.

## The group belongs to the whole crystal

Put Mn at $(0,0,0)$ and $(\tfrac12,\tfrac12,\tfrac12)$ of a tetragonal cell. Lengths are in units of the lattice constant $a$, and I use the round parameters $c/a=0.65$ and $u=0.3$. The fluorines sit at $\pm(u,u,0)$ and $\pm(\tfrac12+u,\tfrac12-u,\tfrac12)$.

The Mn ions alone form a body-centred lattice. The translation $(\tfrac12,\tfrac12,\tfrac12)$ then exchanges them, and a search over the cell finds 32 operations. With fluorine included 16 remain, and the pure translation is not among them. The sites are now exchanged only by operations that also rotate or reflect. The group must therefore be found from all atoms: keep each integer matrix $W$ that preserves the lattice metric, and each translation $t$ for which $r\mapsto Wr+t$ maps every species onto itself.

## Moments are axial, and they return with a phase

A displacement changes sign under inversion. A moment behaves like a current loop, $r\times v$, in which both factors change sign, so it does not. For an orthogonal matrix $R$,
$$(Ra)\times(Rb)=\det(R)\,R\,(a\times b),$$
because a proper rotation carries the cross product along, and an extra factor $-1$ in $R$ cancels on the left. Moments therefore transform with $A=\det(R)\,R$, which is always a proper rotation. If its angle is $\theta$, its trace is $1+2\cos\theta$.

For a propagation vector $k$, in reciprocal-lattice units, write the moment of site $j$ in cell $n$ as
$$m_j(n)=\psi_j\,e^{2\pi i k\cdot n}.$$
Let $g=\{W|t\}$ carry site $\tau_j$ to $W\tau_j+t=\tau_i+a_{ij}$, where $a_{ij}$ is a lattice vector. Cell $n$ then goes to cell $Wn+a_{ij}$, and the moment found there is $A\psi_j e^{2\pi i k\cdot n}$. For the new field to have the same form with the same $k$, we need
$$\psi_i'\,e^{2\pi i k\cdot(Wn+a_{ij})}=A\psi_j\,e^{2\pi i k\cdot n}\quad\text{for all } n .$$
This requires $kW=k$ modulo integers, with $k$ a row vector. The operations that satisfy it form the little group $G_k$. For them
$$\Gamma(g)=P(g)\otimes A(g),\qquad P_{ij}(g)=e^{-2\pi i k\cdot a_{ij}},$$
with $P_{ij}=0$ if $g$ does not take $j$ to $i$. One representative is kept for each $W$.

The phase matters even when a site seems to return to itself. Inversion about the first Mn sends the second to $(-\tfrac12,-\tfrac12,-\tfrac12)$, so $a=(-1,-1,-1)$. At $k=0$ the phase is 1 and the trace of $P$ is 2. At $k=(\tfrac12,0,0)$ the phase is $e^{i\pi}=-1$ and the trace is 0.

## Why irreducible representations answer the question

Near a continuous transition, the leading energy is quadratic in the moments, $E=\psi^\dagger H\psi$, and invariance means that $H$ commutes with every $\Gamma(g)$. We want a basis in which this fact alone removes as many matrix elements as possible.

Let $D^\nu$ and $D^\mu$ be unitary irreducible representations (irreps) of $G_k$. For any matrix $X$ define $S=\sum_g D^\nu(g)XD^\mu(g)^\dagger$. Multiplying by $D^\nu(h)$ on the left and $D^\mu(h)^\dagger$ on the right only reorders the sum, so $D^\nu(h)S=SD^\mu(h)$. Schur's lemma gives $S=0$ for inequivalent irreps and $S=c\,\mathbb 1$ for the same one. In the second case the trace gives $c\,d_\nu=|G_k|\,\mathrm{tr}X$, where $d_\nu$ is the dimension. Choosing $X$ with a single entry 1 at position $(\lambda,\sigma)$ yields
$$\sum_g D^\nu_{\alpha\lambda}(g)\,D^\mu_{\beta\sigma}(g)^*=\frac{|G_k|}{d_\nu}\,\delta_{\nu\mu}\delta_{\alpha\beta}\delta_{\lambda\sigma}.\qquad(1)$$

Since $\Gamma$ is unitary, it splits into irreps, $D^\nu$ occurring $n_\nu$ times, and $\chi_\Gamma=\sum_\nu n_\nu\chi^\nu$. Setting $\alpha=\lambda$, $\beta=\sigma$ in (1) and summing shows that characters are orthogonal with norm $|G_k|$. Hence
$$n_\nu=\frac1{|G_k|}\sum_g\chi^\nu(g)^*\chi_\Gamma(g),\qquad \chi_\Gamma(g)=\mathrm{tr}P(g)\,\mathrm{tr}A(g).\qquad(2)$$

For MnF$_2$ at $k=0$, inversion acts as the identity on all six components, so only irreps even under inversion (subscript $g$) occur, and the sum over 16 operations is twice that over the 8 proper ones. $C_{2x}$ and $C_{2d}$ denote the twofold axes along the cell edges and the in-plane diagonals.

| | $E$ | $2C_{4z}$ | $C_{2z}$ | $2C_{2x}$ | $2C_{2d}$ |
|---|---|---|---|---|---|
| $\mathrm{tr}P$ | 2 | 0 | 2 | 0 | 2 |
| $\mathrm{tr}A$ | 3 | 1 | −1 | −1 | −1 |
| $\chi_\Gamma$ | 6 | 0 | −2 | 0 | −2 |
| $A_{2g}$ | 1 | 1 | 1 | −1 | −1 |
| $B_{1g}$ | 1 | −1 | 1 | 1 | −1 |
| $E_g$ | 2 | 0 | −2 | 0 | 0 |

Equation (2) gives
$$n_{A_{2g}}=n_{B_{1g}}=\frac{6-2+2\cdot2}{8}=1,\qquad n_{E_g}=\frac{12+4}{8}=2 .$$
The dimensions add to $1+1+2\cdot2=6$, so nothing is missing: $\Gamma=A_{2g}+B_{1g}+2E_g$.

## Characters alone do not separate the modes

A projector built from characters acts as the identity on the whole four-dimensional $E_g$ space: it returns every in-plane trial pattern unchanged and does not sort the patterns into rows and copies. Matrix elements are needed. Let $|\nu s\beta\rangle$ be copy $s$, row $\beta$ of irrep $\nu$, so that $\Gamma(g)|\nu s\beta\rangle=\sum_\alpha D^\nu_{\alpha\beta}(g)|\nu s\alpha\rangle$. Define
$$P^\nu_{\mu\lambda}=\frac{d_\nu}{|G_k|}\sum_gD^\nu_{\mu\lambda}(g)^*\,\Gamma(g).$$
By (1),
$$P^\nu_{\mu\lambda}|\nu's\beta\rangle=\delta_{\nu\nu'}\delta_{\lambda\beta}|\nu s\mu\rangle .$$
So $P_{11}$ keeps row 1, and $P_{\mu1}$ turns it into row $\mu$ of the same copy. The algorithm applies $P_{11}$ to trial vectors, orthogonalizes the results, and generates the partners with $P_{\mu1}$.

**One-dimensional case.** Start from $e_{1z}$, a moment along $z$ on site 1, and project on $B_{1g}$. The operations $E$, $C_{2z}$ and the two $C_{2d}$ keep the site. The $C_{2d}$ reverse $z$ but have character $-1$, so these four contribute $4e_{1z}$. The two $C_{4z}$ give $e_{2z}$ with character $-1$, and the two $C_{2x}$ give $-e_{2z}$ with character $+1$: together $-4e_{2z}$. Dividing by 8 leaves $\tfrac12(e_{1z}-e_{2z})$, the antiparallel pattern $L_z$. With the $A_{2g}$ characters every term is positive, and the result is the ferromagnetic pattern $M_z$.

**Two-dimensional case.** For $E_g$ take $D(g)$ to be the $xy$ block of $A(g)$. Apply $P_{11}$ to $e_{1y}$. Among the proper operations $D_{11}=A_{xx}$ is nonzero for four:

- $E$ contributes $e_{1y}$.
- $C_{2z}$ contributes $(-1)(-e_{1y})=e_{1y}$.
- $C_{2x}$ contributes $-e_{2y}$.
- $C_{2y}$ contributes $(-1)(e_{2y})=-e_{2y}$.

With the prefactor $2/8$ the result is $\tfrac12(e_{1y}-e_{2y})$, proportional to $L_y=e_{1y}-e_{2y}$.

For the partner, $D_{21}=A_{yx}$ is nonzero for the two $C_{4z}$ and the two $C_{2d}$. The rotation by $+90^\circ$ has $A_{yx}=1$, turns $y$ into $-x$ and exchanges the sites, so $L_y\to-e_{2x}+e_{1x}=L_x$. The inverse rotation gives $-L_x$ with $A_{yx}=-1$. The diagonal axes keep the sites and give $\pm L_x$ with $A_{yx}=\pm1$. All four contributions are $+L_x$, and $\tfrac28\cdot4L_x=L_x$. The same steps from $e_{1x}$ give $M_x$ with partner $M_y$. Row 1 is therefore $\{M_x,L_y\}$ and row 2 is $\{M_y,L_x\}$.

## What the modes say about MnF$_2$

Since $H=|G_k|^{-1}\sum_g\Gamma(g)H\Gamma(g)^\dagger$, inserting the mode basis and using (1) gives
$$\langle\nu s\alpha|H|\nu's'\beta\rangle=\delta_{\nu\nu'}\delta_{\alpha\beta}\,h^\nu_{ss'} .$$
Different irreps and different rows do not couple, and partner rows have equal blocks. $M_z$ and $L_z$ stay separate, while $M_xL_y+M_yL_x$ is an allowed invariant. If the moments lay in the plane, antiparallel order could induce a small net moment. For order along $z$, a term linear in $M_z$ would need an odd power of $L_z$, since the energy is even under time reversal. That power transforms as $B_{1g}$, so its product with $A_{2g}$ is not invariant at any order.

Symmetry allows the in-plane coupling but does not set its size. A model on-site energy $\sum_F(m\cdot r_F)^2$, summed over fluorines closer than $0.5a$, shows one way in which it can arise. Site 1 has two neighbours at $\pm(0.3,0.3,0)$ and four at $\pm(0.2,-0.2)$ in the plane, with height $\pm0.325$. Then
$$\sum_F r_xr_y=2(0.09)-4(0.04)=0.02 .$$
Site 2 has the rotated surroundings and $-0.02$. Between the normalized patterns $M_x/\sqrt2$ and $L_y/\sqrt2$ the matrix element is $\tfrac12[0.02-(-0.02)]=0.02$ model units. This is a near cancellation, $2u^2-4(\tfrac12-u)^2$, which changes sign near $u=0.293$, so neither its size nor its sign is a prediction for MnF$_2$. Without fluorine it vanishes, because the translation $(\tfrac12,\tfrac12,\tfrac12)$ then leaves $M$ unchanged and reverses $L$.

The same exchange of sites governs the electron bands. Neglect spin-orbit coupling and let the two sites carry opposite exchange fields. An operation that exchanges the sites turns the spin-up problem at $q$ into the spin-down problem at $Rq$. The splitting $\Delta(q)=E_\uparrow(q)-E_\downarrow(q)$ therefore obeys $\Delta(Rq)=\pm\Delta(q)$, with the minus sign for exchanging operations. The product $q_xq_y$ has this property for all 16 operations. On the plane $q_x=0$, the reflection $x\to-x$ exchanges the sites but leaves $q$ fixed, so $\Delta=0$. If a pure translation exchanged the sites, $\Delta$ would vanish for every $q$. The same holds if inversion exchanged them: it would give $\Delta(-q)=-\Delta(q)$, while without spin-orbit coupling $\Delta(-q)=\Delta(q)$. In MnF$_2$ inversion keeps each site, and neither operation exchanges the sublattices. This is what distinguishes an altermagnet from an antiferromagnet whose sublattices are related by translation or inversion.

A small band model makes this concrete. Hops between like sites along an in-plane diagonal have amplitude 0.05 for each fluorine on the bond. There are two such fluorines along $[110]$ for site 1 and along $[1\bar10]$ for site 2. At $q=(\tfrac14,\tfrac14,0)$ the diagonal energies are
$$h_1=0.2\cos\pi=-0.2,\qquad h_2=0.2\cos0=0.2 .$$
Eight hops of 0.1 connect unlike sites, with total amplitude $0.1\cdot2(1-i)^2=-0.4i$. With exchange field $\pm0.5$, the lower bands are
$$E_\uparrow=-\sqrt{(-0.2+0.5)^2+0.4^2}=-0.500,\qquad E_\downarrow=-\sqrt{(-0.2-0.5)^2+0.4^2}=-0.806 .$$
The splitting is $0.306$. It becomes $-0.306$ at $(-\tfrac14,\tfrac14,0)$ and zero at $(0,\tfrac14,0)$.

## When ordinary irrep tables fail

At $k=(\tfrac12,0,0)$ a new problem appears. The operation $C_{2x}$ carries the translation $t=(\tfrac12,\tfrac12,\tfrac12)$. Inversion followed by $C_{2x}$ gives $-C_{2x}r+t$, and the other order gives $-C_{2x}r-t$. They differ by the lattice vector $(1,1,1)$, which acts as $e^{-i\pi}=-1$. The two matrices anticommute, which no one-dimensional representation allows. In general
$$\Gamma(g)\Gamma(h)=\omega(g,h)\,\Gamma(gh),\qquad \omega=e^{-2\pi ik\cdot a},$$
where $a$ is the leftover lattice translation. The irreps must carry the same $\omega$. These phases cancel in the derivation of (1) and in the projectors, so everything above survives.

Such irreps can be computed without tables. On a space with one basis vector per operation set $L(h)|g\rangle=\omega(h,g)|hg\rangle$. The trace of $L(h)$ is $|G_k|$ for the identity and zero otherwise, so by (2) each irrep occurs $d_\nu$ times, and $\sum_\nu d_\nu^2=|G_k|$. Average a random Hermitian $X$ to $\sum_hL(h)XL(h)^\dagger$. This commutes with all $L(h)$, so it can only mix copies of the same irrep, and it does so through a random Hermitian $d_\nu\times d_\nu$ matrix. Its eigenvalues are distinct with probability one, and each eigenspace then carries a single irrep.

Here $|G_k|=8$ and every dimension is at least 2, so there are two irreps of dimension 2. The reflection $z\to-z$ is the product of inversion and $C_{2z}$. Each of these anticommutes with $C_{2x}$, and they commute with each other, so the reflection commutes with everything and equals $\pm1$ in an irrep. The two $z$ components are even under it and the four in-plane components odd. Hence $\Gamma=X_++2X_-$, the subscript giving the sign.

## Kagome: the same count, different physics

The kagome layer has sites $(\tfrac12,0)$, $(0,\tfrac12)$ and $(-\tfrac12,-\tfrac12)$, with $120^\circ$ between the lattice vectors and $x$ along $a_1$. At $k=0$ inversion again acts trivially. Over the classes $E,2C_6,2C_3,C_{2z},3C_{2x},3C_{2y}$ the product character is $9,0,0,-3,-1,-1$. For $E_{1g}$, with characters $2,1,-1,-2,0,0$, this gives $n=(18+6)/12=2$. The full result is
$$\Gamma=A_{2g}+B_{1g}+B_{2g}+2E_{1g}+E_{2g}.$$

Two $120^\circ$ patterns have zero total moment on a triangle but different symmetry. The pattern with moments at angles $0,120^\circ,240^\circ$ on the three sites is $B_{1g}$. The program labels it "all-out" because each moment points along the listed site vector, away from the origin. On a nearest-neighbour triangle the sites lie at $-90^\circ,30^\circ,150^\circ$ from the triangle's centre, so these moments circulate around it; turning each by $90^\circ$ gives the $B_{2g}$ pattern, which points into or out of the triangles. The inverse-triangular pattern, with angles $0,-120^\circ,-240^\circ$, lies in $E_{1g}$ together with in-plane ferromagnetism. In a model with pair terms $e^{-3r/a}\,[\,2\,m_i\cdot m_j-3(m_i\cdot\hat r)(m_j\cdot\hat r)\,]$, its matrix element with $M_x$, for normalized patterns, is $0.478$ model units, while that of the $B_{1g}$ pattern is zero. The isotropic term contributes nothing to this number, and its size depends on the range assumed. The inverse-triangular state may therefore acquire a net in-plane moment. The division of $E_{1g}$ into these two copies is a choice: any orthogonal mixture, the same in both rows, is equally valid, and the energy selects one.

## A mode is not yet a magnetic structure

At $k=(\tfrac13,\tfrac13,0)$ the little group has 12 operations, and
$$\Gamma=A_2'+E'+A_1''+A_2''+2E''.$$
For example, over $E,2C_3,3C_{2x},m_z,2S_3,3m_y$ the product character is $9,0,-1,-3,0,-1$ and that of $E''$ is $2,-1,0,-2,1,0$, so $n_{E''}=(18+6)/12=2$.

The listed amplitudes look like the $k=0$ patterns, but reading them as the full structure fails. Since $-k$ is not equivalent to $k$, real moments need both arms, $m_j(n)=\mathrm{Re}(\psi_je^{2\pi ik\cdot n})$. In the $A_1''$ mode site 1 has $\psi_1=\hat x$, and its moments in successive cells along $a_1$ are $\hat x\cos(2\pi n/3)$, of length $1,\tfrac12,\tfrac12$. Shifting the phase by $\alpha$ does not help. The squares $\cos^2(\alpha+2\pi n/3)$ equal $\tfrac12+\tfrac12\cos(2\alpha+4\pi n/3)$. The three last cosines sum to zero, so they could be equal only if all vanished, and angles $120^\circ$ apart do not allow that.

Within a single irrep, equal moments need a complex combination of partners. Take the uniform $E''$ pair and set $\psi_j=\hat x+i\hat y$ on every site. Then
$$m_j(n)=\hat x\cos\varphi-\hat y\sin\varphi,\qquad\varphi=2\pi k\cdot n,$$
which has unit length. The triangle with corners $(\tfrac12,0)$, $(1,\tfrac12)$, $(\tfrac12,\tfrac12)$ contains site 1 in cell $(0,0)$, site 2 in cell $(1,0)$ and site 3 in cell $(1,1)$. Their phases are $0,120^\circ,240^\circ$, so the moments sum to zero. The inverted triangle has phases $-120^\circ,-240^\circ,0$, with the same result, and other cells add a common phase. This is the $\sqrt3\times\sqrt3$ state. Each nearest-neighbour bond belongs to one triangle, so for unit moments and isotropic exchange $J>0$
$$E=J\sum_{\langle ij\rangle}m_i\cdot m_j=\frac J2\sum_{\triangle}\Big(\Big|\sum_{i\in\triangle}m_i\Big|^2-3\Big),$$
and the state reaches the minimum. The $k=0$ patterns at $120^\circ$ reach it too, so this energy does not choose between them.

The projection thus delivers a complete set of modes and the couplings that the little group forces to vanish. The reality of the moments, and operations that turn $k$ into $-k$, can impose more. In MnF$_2$ at $k=(\tfrac12,\tfrac12,0)$, $C_{2x}^2$ is the translation $(1,0,0)$ with phase $-1$, so the modes $e_{1z}\pm ie_{2z}$ belong to two complex-conjugate one-dimensional irreps, and a real energy makes them degenerate. The mixture of copies, the relative phase of partners and the equality of moments come from the energy beyond symmetry, and a first-order transition may combine several irreps. The program checks the decompositions against an energy built from interatomic vectors alone: in the four cases treated here its degeneracies are those predicted, and its matrix is block diagonal in the projected modes.

## Calculated quantities

```
MnF2 input: c/a=0.65, u=0.3; operations per cell 16, without F 32
modes: Cartesian moments site by site, largest moment = 1
MnF2 k=0: |G_k|=16; A2g + B1g + 2 Eg; energy degeneracies [1, 1, 2, 2]
 classes(size): E(1) C4z(2) C2z(1) C2x(2) C2d(2)
 chi site: 2 0 2 0 2 | axial: 3 1 -1 -1 -1 | product: 6 0 -2 0 -2
 A2g characters: 1 1 1 -1 -1
  A2g copy 1 row 1: (0.000,0.000,1.000) (0.000,0.000,1.000)
 B1g characters: 1 -1 1 1 -1
  B1g copy 1 row 1: (0.000,0.000,1.000) (0.000,0.000,-1.000)
 Eg characters: 2 0 -2 0 0
  Eg copy 1 row 1: (1.000,0.000,0.000) (1.000,0.000,0.000)
  Eg copy 1 row 2: (0.000,1.000,0.000) (0.000,1.000,0.000)
  Eg copy 2 row 1: (0.000,1.000,0.000) (0.000,-1.000,0.000)
  Eg copy 2 row 2: (1.000,0.000,0.000) (-1.000,0.000,0.000)
MnF2 k=(1/2,0,0): |G_k|=8; X+ + 2 X-; energy degeneracies [2, 2, 2]
MnF2 coupling Mx-Ly: 0.0200 with F, 0.0000 without; Mz-Lz: 0.0000 (model unit)
band input: hop per F 0.05, Mn1-Mn2 hop 0.1, exchange field 0.5 (model unit)
spin splitting at q=(1/4,1/4,0), (-1/4,1/4,0), (0,1/4,0): 0.3062, -0.3062, 0.0000
kagome k=0: |G_k|=24; A2g + B1g + B2g + 2 E1g + E2g; energy degeneracies [1, 1, 1, 2, 2, 2]
 classes(size): E(1) C6z(2) C3z(2) C2z(1) C2x(3) C2y(3)
 chi site: 3 0 0 3 1 1 | axial: 3 2 0 -1 -1 -1 | product: 9 0 0 -3 -1 -1
 A2g characters: 1 1 1 1 -1 -1
  A2g copy 1 row 1: (0.000,0.000,1.000) (0.000,0.000,1.000) (0.000,0.000,1.000)
 B1g characters: 1 -1 1 -1 1 -1
  B1g copy 1 row 1: (1.000,0.000,0.000) (-0.500,0.866,0.000) (-0.500,-0.866,0.000)
 B2g characters: 1 -1 1 -1 -1 1
  B2g copy 1 row 1: (0.000,1.000,0.000) (-0.866,-0.500,0.000) (0.866,-0.500,0.000)
 E1g characters: 2 1 -1 -2 0 0
  E1g copy 1 row 1: (1.000,0.000,0.000) (1.000,0.000,0.000) (1.000,0.000,0.000)
  E1g copy 1 row 2: (0.000,1.000,0.000) (0.000,1.000,0.000) (0.000,1.000,0.000)
  E1g copy 2 row 1: (1.000,0.000,0.000) (-0.500,-0.866,0.000) (-0.500,0.866,0.000)
  E1g copy 2 row 2: (0.000,-1.000,0.000) (-0.866,0.500,0.000) (0.866,0.500,0.000)
 E2g characters: 2 -1 -1 2 0 0
  E2g copy 1 row 1: (0.000,0.000,0.000) (0.000,0.000,1.000) (0.000,0.000,-1.000)
  E2g copy 1 row 2: (0.000,0.000,1.000) (0.000,0.000,-0.500) (0.000,0.000,-0.500)
kagome all-out: B1g weight 1.000, coupling to Mx 0.0000
kagome inverse-triangular: E1g weight 1.000, coupling to Mx 0.4779
kagome k=(1/3,1/3,0): |G_k|=12; A1'' + A2' + A2'' + E' + 2 E''; energy degeneracies [1, 1, 1, 2, 2, 2]
 classes(size): E(1) C3z(2) C2x(3) mz(1) S3z(2) my(3)
 chi site: 3 0 1 3 0 1 | axial: 3 0 -1 -1 2 -1 | product: 9 0 -1 -3 0 -1
 A1'' characters: 1 1 1 -1 -1 -1
  A1'' copy 1 row 1: (1.000,0.000,0.000) (-0.500,0.866,0.000) (-0.500,-0.866,0.000)
 A2' characters: 1 1 -1 1 1 -1
  A2' copy 1 row 1: (0.000,0.000,1.000) (0.000,0.000,1.000) (0.000,0.000,1.000)
 A2'' characters: 1 1 -1 -1 -1 1
  A2'' copy 1 row 1: (0.000,1.000,0.000) (-0.866,-0.500,0.000) (0.866,-0.500,0.000)
 E' characters: 2 -1 0 2 -1 0
  E' copy 1 row 1: (0.000,0.000,0.000) (0.000,0.000,1.000) (0.000,0.000,-1.000)
  E' copy 1 row 2: (0.000,0.000,1.000) (0.000,0.000,-0.500) (0.000,0.000,-0.500)
 E'' characters: 2 -1 0 -2 1 0
  E'' copy 1 row 1: (1.000,0.000,0.000) (1.000,0.000,0.000) (1.000,0.000,0.000)
  E'' copy 1 row 2: (0.000,1.000,0.000) (0.000,1.000,0.000) (0.000,1.000,0.000)
  E'' copy 2 row 1: (1.000,0.000,0.000) (-0.500,-0.866,0.000) (-0.500,0.866,0.000)
  E'' copy 2 row 2: (0.000,-1.000,0.000) (-0.866,0.500,0.000) (0.866,0.500,0.000)
root3 x root3 state: E'' weight 1.000, moments 1.000 to 1.000, largest triangle sum 0.000
A1'' moment lengths, site 1, cells 0, a1, 2a1: 1.000, 0.500, 0.500
```
